\section*{Continuum Photoabsorption from a Delta Kick: Choosing Window, Absorber and Time Step}

\section{A kicked oscillator}

Take one electron bound by a spring of frequency $\Omega$, at rest on average, and strike it with a very short electric pulse. Atomic units are used in all formulas ($\hbar=m_e=e=1$). The electron has charge $-1$, so a field $F(t)$ along $x$ adds the energy $+xF(t)$, exerts the force $-F(t)$, and the dipole is $d=-\langle x\rangle$. For a pulse $F(t)=\kappa\,\delta(t)$ the mean position obeys
\begin{equation}
\ddot{\langle x\rangle}=-\Omega^2\langle x\rangle-\kappa\,\delta(t).
\end{equation}
Integration across $t=0$ gives the velocity $-\kappa$, while the position has had no time to change. Hence $\langle x\rangle=-(\kappa/\Omega)\sin\Omega t$ and
\begin{equation}
\frac{d(t)}{\kappa}=\frac{\sin\Omega t}{\Omega}.
\end{equation}
A sine transform finds the frequency. Since a computed record is finite, multiply it by a window $g(t)=e^{-t^2/2\tau^2}$ and define
\begin{equation}
S(\omega)=\frac{2\omega}{\pi}\int_0^\infty g(t)\,\frac{d(t)}{\kappa}\,\sin\omega t\,dt .
\label{S}
\end{equation}
With $\sin\omega t\sin\Omega t=\frac12[\cos(\omega-\Omega)t-\cos(\omega+\Omega)t]$ and $\int_0^\infty g\cos\nu t\,dt=\tau\sqrt{\pi/2}\,e^{-\nu^2\tau^2/2}$,
\begin{equation}
S(\omega)=\frac{\omega}{\Omega}\frac{\tau}{\sqrt{2\pi}}\left[e^{-(\omega-\Omega)^2\tau^2/2}-e^{-(\omega+\Omega)^2\tau^2/2}\right].
\label{line}
\end{equation}
This is a line at $\Omega$ with standard deviation $1/\tau$. Its area over $\omega>0$ is one: substituting $\omega\to-\omega$ in the second term turns the integral into the mean of $\omega/\Omega$ over a normalized Gaussian centred at $\Omega$.

One short pulse thus excites every frequency, and one record yields the whole spectrum. An atom that can be ionized adds two difficulties. Its continuum may be far weaker than its bound lines, and its electron leaves the region that a computer can hold. The settings of a delta-kick calculation must deal with both.

\section{From the kick to a cross section}

For an atom with Hamiltonian $H$ and ground state $\psi_0$, integrate $i\dot\psi=(H+\kappa x\,\delta(t))\psi$ across the pulse. During a vanishing time $H$ contributes nothing, so
\begin{equation}
\psi(0^+)=e^{-i\kappa x}\psi_0\simeq(1-i\kappa x)\psi_0 .
\end{equation}
Expand $x\psi_0$ in eigenstates $n$, with $x_{n0}=\langle n|x|0\rangle$ and $\omega_n=E_n-E_0$; the sum includes the continuum. Then
\begin{equation}
\psi(t)=e^{-iE_0t}\Big[\psi_0-i\kappa\sum_n x_{n0}e^{-i\omega_nt}\,|n\rangle\Big].
\end{equation}
The part of $\langle x\rangle$ linear in $\kappa$ is the cross term,
\begin{equation}
2\kappa\,\mathrm{Re}\sum_n(-i)|x_{n0}|^2e^{-i\omega_nt}=-2\kappa\sum_n|x_{n0}|^2\sin\omega_nt ,
\end{equation}
for an atom without a permanent dipole. Therefore
\begin{equation}
\frac{d(t)}{\kappa}=2\sum_n|x_{n0}|^2\sin\omega_nt .
\label{dip}
\end{equation}
Each term is an oscillator of the first section, weighted by $f_n=2\omega_n|x_{n0}|^2$. For a long window $S(\omega)=\sum_nf_n\delta(\omega-\omega_n)$, and in the continuum
\begin{equation}
S(\omega)=2\omega\,|\langle E|x|0\rangle|^2,\qquad E=E_0+\omega ,
\label{cont}
\end{equation}
with states normalized by $\langle E|E'\rangle=\delta(E-E')$.

To obtain a cross section, note that the kick contains all frequencies with equal weight $\kappa$. The polarizability is then $\alpha(\omega)=\int_0^\infty(d/\kappa)e^{i\omega t}dt$, and $S=(2\omega/\pi)\,\mathrm{Im}\,\alpha$. A steady field $F\cos\omega t$ induces $d=F(\mathrm{Re}\,\alpha\cos\omega t+\mathrm{Im}\,\alpha\sin\omega t)$. The mean of $F\cos\omega t\;\dot d$ is the absorbed power $\frac12\omega F^2\,\mathrm{Im}\,\alpha$. The intensity is $cF^2/8\pi$ with $c=1/\alpha_{\rm fs}$, where $\alpha_{\rm fs}$ is the fine-structure constant. Their ratio is
\begin{equation}
\sigma=4\pi\alpha_{\rm fs}\,\omega\,\mathrm{Im}\,\alpha=2\pi^2\alpha_{\rm fs}\,a_0^2\,S(\omega),
\label{sigma}
\end{equation}
with the Bohr radius $a_0$ restored and $S$ per hartree. This holds for light polarized along $x$. If the atom responds along one line only and that line is randomly oriented, the field component brings a factor $\cos^2\theta$, whose average is $1/3$.

The initial slope of $d/\kappa$ gives a sum rule. The kick lowers the mean momentum by $\kappa$, so $\dot d(0^+)=\kappa$ if velocity equals momentum. Differentiating (\ref{dip}) gives $\sum_nf_n=1$, or $N$ for $N$ electrons. With a nonlocal potential the velocity has the extra term $i[V_{\rm nl},x]$, and the sum may differ from $N$.

\section{The model atom}

The guidance below is illustrated by one electron in the soft-Coulomb potential
\begin{equation}
V(x)=-\frac1r,\qquad r=\sqrt{x^2+2}.
\end{equation}
The softening length $\sqrt2\,a_0$ is 0.075 nm. The ground state is known in closed form. For $\phi=(1+r)e^{-r}$ and $r'=x/r$, one has $\phi'=-xe^{-r}$ and, using $x^2=r^2-2$,
\begin{equation}
\phi''=\Big(-1+\frac{x^2}{r}\Big)e^{-r}=\Big(-1+r-\frac2r\Big)e^{-r}.
\end{equation}
Adding the two energies,
\begin{equation}
-\tfrac12\phi''+V\phi=\Big(\tfrac12-\tfrac r2+\tfrac1r-\tfrac1r-1\Big)e^{-r}=-\tfrac12\phi .
\end{equation}
The function has no node, so it is the ground state. Its binding energy is half a hartree, 13.6 eV, which lies in the rough range of outer valence levels of organic resist molecules.

The propagation uses a periodic grid of 960 points covering 12.7 nm, steps of 0.605 as, and a record of 12.6 fs. The kick is $\kappa=0.001$ and the window has $\tau=1.935$ fs (80 atomic units).

A second route to $S$ needs no time at all. The state reached from the even ground state is odd, so integrate the stationary equation outward from $u(0)=0$, $u'(0)=1$. Far out $u=A\sin\theta$ with $\theta'=K=\sqrt{2(E-V)}$ varying slowly. Sine waves of amplitude $A$ on the full line overlap as $\pi A^2\delta(k-k')=\pi A^2k\,\delta(E-E')$, so energy normalization requires $A^2=1/\pi K$. Since $u'\simeq AK\cos\theta$, the combination $\mathcal N=Ku^2+u'^2/K$ equals $A^2K$ and must be $1/\pi$. For the unnormalized $u$ this gives
\begin{equation}
|\langle E|x|0\rangle|^2=\frac{4}{\pi\mathcal N}\left(\int_0^\infty u\,x\,\psi_0\,dx\right)^2 .
\label{stat}
\end{equation}
The two routes give, in cm$^2$ for aligned polarization:
\begin{center}
\begin{tabular}{rcc}
photon (eV) & propagation & stationary states\\
20.0 & $2.125\times10^{-19}$ & $2.115\times10^{-19}$\\
30.0 & $3.379\times10^{-20}$ & $3.370\times10^{-20}$\\
45.0 & $4.525\times10^{-21}$ & $4.518\times10^{-21}$\\
60.0 & $9.56\times10^{-22}$ & $9.54\times10^{-22}$\\
75.0 & $2.62\times10^{-22}$ & $2.62\times10^{-22}$\\
91.84 & $7.54\times10^{-23}$ & $7.52\times10^{-23}$
\end{tabular}
\end{center}
The last row is light of 13.5 nm. The largest difference is 0.49\% of the stationary value. It falls to 0.28\% when the stationary $|\langle E|x|0\rangle|^2$ is first averaged over the Gaussian that the window imposes.

The continuum is a small part of this atom's absorption. The first bound line, at 7.27 eV, has $f=0.902$ by matrix diagonalization. Integrating the propagated $S$ above threshold gives 0.041, and subtracting all bound strengths from one gives 0.040. A weak continuum beside a strong line is a demanding case for the window.

\section{Choosing the window}

By (\ref{line}), a Gaussian window turns each line into a Gaussian of full width $\sqrt{8\ln2}/\tau$ at half maximum, here 0.80 eV. A smooth continuum is averaged over the same width. Expanding $\mathrm{Im}\,\alpha$ to second order about $\omega$, where the linear term averages to zero, gives the relative smoothing error
\begin{equation}
\frac{\delta\,\mathrm{Im}\,\alpha}{\mathrm{Im}\,\alpha}\simeq\frac{1}{2\tau^2}\,\frac{(\mathrm{Im}\,\alpha)''}{\mathrm{Im}\,\alpha}.
\end{equation}
A smooth continuum therefore tolerates a short $\tau$; narrow resonances and closely spaced bound lines do not.

Exponential damping $e^{-\gamma t}$ behaves differently. One oscillator of frequency $\Omega$ now contributes to $\int e^{-\gamma t}\sin\omega t\sin\Omega t\,dt$ the amount
\begin{equation}
\frac\gamma2\left[\frac1{\gamma^2+(\omega-\Omega)^2}-\frac1{\gamma^2+(\omega+\Omega)^2}\right]\simeq\frac{2\gamma\,\Omega}{\omega^3}
\end{equation}
for $\omega\gg\Omega,\gamma$, because the difference of the two denominators is $4\omega\Omega$ and their product tends to $\omega^4$. Multiply by $2|x_{n0}|^2$, set $\Omega=\omega_n$, and sum with $\sum f_n=1$:
\begin{equation}
\mathrm{Im}\,\alpha_{\rm false}\simeq\frac{2\gamma}{\omega^3}.
\label{false}
\end{equation}
This estimate counts the strength lying well below $\omega$, which here is nearly all of it. At 13.5 nm $\omega=3.375$ hartree. For $\gamma=0.04$ hartree (1.09 eV), (\ref{false}) gives $0.08/38.4=2.08\times10^{-3}$, and the damped record gives $2.13\times10^{-3}$. The apparent absorption is 245 times the true one. Lengthening the record at fixed $\gamma$ does not help, since the tail belongs to the damping function.

Well above the strong lines, exponential damping is thus acceptable where $2N\gamma/\omega^3$ is small beside the sought $\mathrm{Im}\,\alpha=\pi S/2\omega$. Otherwise use a window that is smooth when continued evenly to negative times. The linear dipole is odd in time, so the half-range sine transform is then half of a full-range transform, and the window adds no edge at $t=0$ that would produce a false power-law tail.

The record must also end quietly. Cutting it at $T$ leaves an edge term of order $g(T)|d(T)/\kappa|/\omega$ if the window is not yet zero there. A window that reaches zero at $T$ can still leave a smaller term if its slope or curvature jumps at that point. With $T=6.5\tau$, $g(T)=e^{-21.1}\simeq7\times10^{-10}$. The first bound line rings with amplitude $f_1/\omega_1=0.902/0.267\simeq3.4$, so the edge term is at most about $7\times10^{-10}$. The sought $\mathrm{Im}\,\alpha$ at 13.5 nm is $8.7\times10^{-6}$, ten thousand times larger. For a strong continuum a shorter record would serve.

\section{Choosing the absorber}

The ejected wave would cross the edge of the periodic grid and return to the atom from the other side. An absorber adds $-iW(x)$ to $H$ with $W\ge0$, which makes the density decay at the rate $2W$. It can be harmless because the linear dipole is an overlap of the outgoing wave with $x\psi_0$. Where $\psi_0$ is negligible, the wave has already given its contribution; what matters is that it does not come back.

This sets three conditions. First, the absorber must start outside the ground state and outside every bound state whose line is wanted. High Rydberg states near threshold reach far out and are damaged by any absorber at a finite distance.

Second, the wave must be consumed. An electron of speed $v$ spends the time $dx/v$ in $dx$, so its amplitude is multiplied by
\begin{equation}
\exp\left(-\int\frac{W}{v}\,dx\right)
\label{trans}
\end{equation}
when $W$ is small beside the kinetic energy; fast electrons are the hardest to absorb. In the example $W$ rises as $W_0\sin^2$ from zero at 3.175 nm from the atom to $W_0=10.9$ eV at the grid edge, 3.175 nm further out. The average of $\sin^2$ is one half, and the periodic edge joins two such layers, so the integral of $W$ is $W_0$ times 3.175 nm, or 34.6 eV nm. At 13.5 nm the photoelectron has 78.2 eV and $v=5.25$ nm/fs, hence $\hbar v=3.45$ eV nm. The exponent is 10.0 and the surviving amplitude about $5\times10^{-5}$.

Third, the absorber must not reflect. The local wavenumber $K=\sqrt{2(E-V+iW)}$ must change little over a wavelength, $|K'|\ll|K|^2$. Deep in the tail, where $V'$ is small, $K'=iW'/K$, so the condition is
\begin{equation}
W'\ll|K|^3 .
\label{refl}
\end{equation}
Slow electrons are the hardest to absorb without reflection. At 20 eV the photoelectron has 6.4 eV, or $k=0.69$ and $k^3=0.32$. The steepest slope, $\pi W_0/2w$ with $W_0=0.4$ hartree and width $w=60\,a_0$, is 0.010, so (\ref{refl}) holds. The highest energy of interest fixes the product of height and width; the lowest fixes the width.

Without any absorber the fast electron is back after $12.7/5.25=2.42$ fs, when the window still has the value $e^{-0.78}=0.46$. Between 60 and 91.84 eV the spectrum is then wrong, at its worst points, by about as much as the value with absorber itself, at equal step and record length. The alternative is a grid so long that no electron of up to 78.2 eV returns within the record: $5.25\times12.6\simeq66$ nm, five times the present one. In one dimension that is affordable; in three dimensions the volume would grow as the cube.

\section{Choosing step and kick}

One step of the split propagation is $U(h)=e^{-iVh/2}e^{-iTh}e^{-iVh/2}$, with $T$ the kinetic energy and the absorber included in $V$. Reversing the sign of $h$ inverts it, $U(-h)=U(h)^{-1}$. Writing $U=e^{-ihH_{\rm eff}(h)}$, this requires $H_{\rm eff}(-h)=H_{\rm eff}(h)$, so the leading error of $H_{\rm eff}$ is of order $h^2$. If the spectrum errs by $Ch^2$, halving the step twice gives successive changes in the ratio $(4^2-2^2)/(2^2-1^2)=4$. From 2.42 to 1.21 as the largest relative change at the six tabulated energies is 3.31\%; from 1.21 to 0.605 as it is 0.82\%, a ratio of 4.04. The remaining error is one third of the last change, 0.27\%. This matches the 0.28\% found above against the smoothed stationary values. Two runs therefore suffice to estimate this error once the $h^2$ regime is reached. The grid must in addition carry the fastest wave: $\pi/\Delta x$, here 12.6, has to exceed the photoelectron's $k=2.4$ with room to spare.

For the kick, consider an atom symmetric under $x\to-x$. Reflection turns a kick $\kappa$ into $-\kappa$ and reverses $d$, so $d$ is odd in $\kappa$ and $d/\kappa$ has a relative error of order $\kappa^2$. With 2.42 as steps throughout, $\kappa=0.03$ and $0.06$ shift the spectrum at the six tabulated energies by at most 0.370\% and 1.478\%, a ratio of 4.00. Scaling down to $\kappa=0.001$ leaves about $4\times10^{-6}$ there. The relative error is much larger between bound lines, where $S$ nearly vanishes. For the continuum a smaller kick gains nothing useful, while a rounding error $\epsilon$ in $d$ enters as $\epsilon/\kappa$. A molecule without this symmetry has an error of order $\kappa$; the combination $[d(\kappa)-d(-\kappa)]/2\kappa$ removes it together with the permanent dipole.

\section{What the spectrum says about a resist}

Converged settings give the spectrum of the model, and the model is poor at 13.5 nm. Three-dimensional hydrogen has the same binding energy, yet integration of its radial waves gives $2.52\times10^{-20}$ cm$^2$. This is 335 times the aligned model value, and about 1000 times its random-orientation value of $2.51\times10^{-23}$ cm$^2$.

The different high-energy laws follow from a plane-wave estimate, which gives the trend but not the size of the cross section at 13.5 nm: there it is too large by a factor of about 5.5 for the model and 2.1 for hydrogen, whose cross section still falls only as about $\omega^{-3.1}$. From $[H,x]=-ip$ one has $|\langle E|x|0\rangle|=|\langle E|p|0\rangle|/\omega$, hence $S=2|\langle E|p|0\rangle|^2/\omega$, and for a plane wave the matrix element is $k\tilde\psi_0(k)$. In the model $\psi_0$ is analytic up to $x=\pm i\sqrt2$. Moving the Fourier integral towards that point shows that $|\tilde\psi_0|^2$ falls as $e^{-2\sqrt2k}$, apart from powers of $k$. Hydrogen's $e^{-r}$ has a cusp at the nucleus and $\tilde\psi_0\propto(1+k^2)^{-2}$. With the density of states $k\,dE$, $S\propto k\cdot k^2\cdot k^{-8}/\omega\propto\omega^{-7/2}$. Softening the nucleus removes the large momenta that a fast photoelectron needs. The lower dimension is not the cause: a one-dimensional delta well of the same binding has the cusp state $e^{-|x|}$ and odd continuum states $\sin kx$, and (\ref{stat}) then gives $S=32\omega k/\pi(1+k^2)^4$, or $1.6\times10^{-19}$ cm$^2$ at 13.5 nm, more than hydrogen.

Organic resists absorb very roughly a few per micrometre at 13.5 nm. With about $5\times10^{22}$ carbon and oxygen atoms per cm$^3$, that is of order $10^{-18}$ cm$^2$ per atom, more than ten thousand times the model's orientation average. Real atoms have a cusp, a larger nuclear charge and several valence electrons. Screening and inelastic scattering are also absent here, and their effect has not been sized.

Neighbouring atoms may matter too. Let the final state feel two extra Gaussian wells, 10 eV deep with $1/e$ half-width 0.05 nm, at $\pm0.15$ nm, and keep $\psi_0$ fixed. The cross section then rises 12-fold at 30 eV and 33-fold at 13.5 nm. These factors belong to the matrix element of $x$; with $\psi_0$ frozen, that of $p$ divided by $\omega$ gives about 2.1 and 0.4 instead. The frozen $\psi_0$ is not an eigenstate of the altered Hamiltonian, and its omitted change enters the matrix element at the same order in the added wells and cannot be dropped. With the ground state recomputed in the presence of the wells, the binding energy becomes 15.4 eV, and the cross section at fixed photon energy falls about thirtyfold at 30 eV and rises about tenfold at 13.5 nm. The frozen factors are therefore not predictions, and even the relaxed ones show only that nearby wells can change the model's cross section by an order of magnitude in either direction.

Two further omissions can be estimated and are small. The photon wavenumber times the rms orbital size of 0.071 nm is 0.033, which supports the uniform field. A dose of 30 mJ/cm$^2$, a rough typical value, brings 20.4 photons per nm$^2$. Multiplied by the cross section, this gives an absorption probability of $1.5\times10^{-7}$ for the aligned model and $5\times10^{-5}$ for hydrogen, so depletion of the ground state is negligible for either. For a resist atom with $10^{-18}$ cm$^2$ the probability is about $2\times10^{-3}$, still small.
